# Choosing the Physical Bruggeman Root for Composites with Lossy or Metallic Grains: test program

```python
"""Physical root of Bruggeman's equation for two kinds of spherical grain.

Result under test: for passive permittivities e1, e2 (Im >= 0, exp(-i w t)),
    eps = (b + sqrt(u)*sqrt(v))/4
is the root continued from positive real permittivities. Here f is the volume
fraction of medium 1, g = 1-f, b = (2f-g)e1 + (2g-f)e2, and u, v are the linear
factors of the discriminant b^2 + 8 e1 e2. Principal roots are taken of u and v
separately. Energies are in eV and lengths in nm.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn


def linear_term(e1, e2, f):
    return (3*f - 1)*e1 + (2 - 3*f)*e2


def factor_root(e1, e2, f):
    g = 1 - f
    u = (np.sqrt(2*f) + np.sqrt(g))**2*e1 + (np.sqrt(2*g) - np.sqrt(f))**2*e2
    v = (np.sqrt(2*f) - np.sqrt(g))**2*e1 + (np.sqrt(2*g) + np.sqrt(f))**2*e2
    return np.sqrt(u + 0j)*np.sqrt(v + 0j)


def physical_root(e1, e2, f):
    b, w = linear_term(e1, e2, f), factor_root(e1, e2, f)
    plus, minus = b + w, b - w
    return np.where(abs(plus) >= abs(minus), plus/4, -2*e1*e2/minus)


def principal_root(e1, e2, f):
    b = linear_term(e1, e2, f)
    return (b + np.sqrt(b*b + 8*e1*e2 + 0j))/4


def continued_root(path, f, steps):
    """Follow the square root of the discriminant along path(t), 0 <= t <= 1."""
    e1, e2 = path(0.0)
    w = np.sqrt(linear_term(e1, e2, f)**2 + 8*e1*e2 + 0j)
    for t in np.linspace(0, 1, steps + 1)[1:]:
        e1, e2 = path(t)
        b = linear_term(e1, e2, f)
        new = np.sqrt(b*b + 8*e1*e2 + 0j)
        w = np.where((new*np.conj(w)).real >= 0, new, -new)
    return (b + w)/4


def text(z):
    z = complex(z)
    return f"{z.real:.4f}{z.imag:+.4f}i"


# Symbolic derivation of the quadratic and of its factored discriminant.
p, q, a1, a2, x = sp.symbols("p q a1 a2 x", positive=True)
cleared = sp.expand(p**2*(a1-x)*(a2+2*x) + q**2*(a2-x)*(a1+2*x))
poly = sp.Poly(cleared, x)
c2, c1, c0 = poly.all_coeffs()
r2 = sp.sqrt(2)
u_sym = (r2*p+q)**2*a1 + (r2*q-p)**2*a2
v_sym = (r2*p-q)**2*a1 + (r2*q+p)**2*a2
assert sp.expand(c1**2 - 4*c2*c0 - u_sym*v_sym) == 0
assert sp.expand(c1 - (2*p**2-q**2)*a1 - (2*q**2-p**2)*a2) == 0

# Random passive media: polynomial roots, continuation and a half-plane map.
rng = np.random.default_rng(7)
count = 400
f_s = rng.uniform(0.03, 0.97, count)
mod1, mod2 = np.exp(rng.uniform(-2, 2, (2, count)))
ang1, ang2 = rng.uniform(0.15, np.pi-0.15, (2, count))
e1_s, e2_s = mod1*np.exp(1j*ang1), mod2*np.exp(1j*ang2)
phys_s = physical_root(e1_s, e2_s, f_s)
scale = abs(e1_s) + abs(e2_s)
for j in range(count):
    roots = np.roots([2, -linear_term(e1_s[j], e2_s[j], f_s[j]),
                      -e1_s[j]*e2_s[j]])
    upper = roots[roots.imag > 0]
    assert len(upper) == 1
    assert abs(upper[0] - phys_s[j])/scale[j] < 1e-7


def rotation(t):
    return mod1*np.exp(1j*t*ang1), mod2*np.exp(1j*t*ang2)


step_failures = {}
for steps in (1, 2, 4, 16, 4000):
    tracked = continued_root(rotation, f_s, steps)
    step_failures[steps] = int(np.sum(abs(tracked-phys_s)/scale > 1e-7))
assert step_failures[1] > 0 and step_failures[4000] == 0

iterated = np.full(count, 1j)
for _ in range(20000):
    iterated = 1/(3*(f_s/(e1_s+2*iterated) + (1-f_s)/(e2_s+2*iterated)))
iteration_error = np.max(abs(iterated-phys_s)/scale)
assert iteration_error < 1e-8

# Lossless limits, including negative permittivities, with 60-digit arithmetic.
mp.mp.dps = 60
for _ in range(200):
    ff = rng.uniform(0.03, 0.97)
    re1, re2 = rng.uniform(-20, 20, 2)
    m1, m2 = mp.mpc(re1, "1e-30"), mp.mpc(re2, "1e-30")
    mf = mp.mpf(float(ff))
    mb = (3*mf-1)*m1 + (2-3*mf)*m2
    md = mp.sqrt(mb*mb + 8*m1*m2)
    choices = [z for z in ((mb+md)/4, (mb-md)/4) if mp.im(z) > 0]
    assert len(choices) == 1
    value = physical_root(complex(re1, 0), complex(re2, 0), ff)
    assert abs(complex(choices[0])-value)/(abs(re1)+abs(re2)) < 1e-7

# Failure law of the principal root for a lossless positive host.
n_law = 4000
f_l = rng.uniform(0.02, 0.98, n_law)
host_l = rng.uniform(1, 10, n_law)
metal_l = rng.uniform(-50, 10, n_law) + 1j*10**rng.uniform(-2, 1, n_law)
threshold_l = (2+9*f_l*(1-f_l))/(3*f_l-1)**2
wrong_l = principal_root(metal_l, host_l, f_l).imag < 0
assert np.array_equal(wrong_l, metal_l.real < -threshold_l*host_l)
assert 0 < wrong_l.sum() < n_law

# Worked example: rough optical parameters for metal grains in SrTiO3.
host, background, plasma, damping = 5.2, 5.0, 7.0, 0.3
fraction, radius, thickness, probe = 0.10, 5.0, 50.0, 1.0


def metal(energy, gamma=damping):
    return background - plasma**2/(energy*(energy+1j*gamma))


g = 1-fraction
edge_low = ((np.sqrt(2*g)-np.sqrt(fraction))
            / (np.sqrt(2*fraction)+np.sqrt(g)))**2
edge_high = ((np.sqrt(2*g)+np.sqrt(fraction))
             / (np.sqrt(2*fraction)-np.sqrt(g)))**2
for ratio in np.linspace(0.05, 20, 300):
    pair = np.roots([2, -linear_term(-ratio*host, host, fraction),
                     ratio*host**2])
    assert (abs(pair[0].imag) > 1e-9) == (edge_low < ratio < edge_high)

rho = (2+9*fraction*g)/(3*fraction-1)**2
jump_formula = np.sqrt(plasma**2/(background+rho*host)-damping**2)
jump_scan = brentq(lambda en: float(
    principal_root(metal(en), host, fraction).imag), 0.8, 1.6, xtol=1e-12)
assert abs(jump_formula-jump_scan) < 1e-8
sides = np.array([jump_formula-1e-6, jump_formula+1e-6])
phys_sides = physical_root(metal(sides), host, fraction)
prin_sides = principal_root(metal(sides), host, fraction)
assert abs(np.diff(phys_sides)[0]) < 1e-3
assert abs(np.diff(prin_sides)[0]) > 1

# A path through gain crosses between branch points and reaches the wrong root.
target = -40+5j
nodes = np.array([host+0j, -20-10j, -20+10j, target])


def gain_path(t):
    s = 3*t
    k = min(int(s), 2)
    return nodes[k]+(s-k)*(nodes[k+1]-nodes[k]), host


gain_end = continued_root(gain_path, fraction, 6000)
safe_end = continued_root(
    lambda t: (host+t*(target-host), host), fraction, 6000)
assert abs(safe_end-physical_root(target, host, fraction)) < 1e-9
assert gain_end.imag < 0 and abs(gain_end-safe_end) > 1

# Dispersion integral against the positive root at an imaginary frequency.
xi = 1.0
e_imag = background+plasma**2/(xi*(xi+damping))
real_roots = np.roots([2, -linear_term(e_imag, host, fraction), -e_imag*host])
direct = float(real_roots[real_roots > 0][0])
high_frequency = float(physical_root(background, host, fraction).real)


def dispersion(root):
    def integrand(en):
        return en*float(root(metal(en), host, fraction).imag)/(en*en+xi*xi)
    cuts = [1e-9, 0.3, jump_formula, 2, 3, 5, 20, np.inf]
    total = sum(quad(integrand, lo, hi, epsabs=1e-10, epsrel=1e-9,
                     limit=200)[0] for lo, hi in zip(cuts[:-1], cuts[1:]))
    return high_frequency+2*total/np.pi


dispersion_phys = dispersion(physical_root)
dispersion_prin = dispersion(principal_root)
assert abs(dispersion_phys-direct) < 1e-6
assert abs(dispersion_prin-direct) > 0.01

# Cancellation for a very large metallic permittivity.
large = -1e9+1e8j
mf, ml, mh = mp.mpf(fraction), mp.mpc(large), mp.mpf(host)
mb = (3*mf-1)*ml+(2-3*mf)*mh
md = mp.sqrt(mb*mb+8*ml*mh)
reference = complex([z for z in ((mb+md)/4, (mb-md)/4) if mp.im(z) > 0][0])
naive = (linear_term(large, host, fraction)
         + factor_root(large, host, fraction))/4
naive_error = abs(naive-reference)/abs(reference)
stable_error = abs(physical_root(large, host, fraction)-reference)/abs(reference)
assert stable_error < 1e-13 and naive_error > 100*stable_error

# Optical consequence and the sizes of effects absent from the model.
hbar_c = const.hbar*const.c/const.e*1e9
base = complex(physical_root(metal(probe), host, fraction))
false = complex(principal_root(metal(probe), host, fraction))
alpha = 2*probe/hbar_c*np.sqrt(base).imag
alpha_false = 2*probe/hbar_c*np.sqrt(false).imag
assert alpha > 0 and alpha_false < 0
beta = (metal(probe)-host)/(metal(probe)+2*host)
garnett = host*(1+2*fraction*beta)/(1-fraction*beta)

omega_p = plasma*const.e/const.hbar
density = const.epsilon_0*const.m_e*omega_p**2/const.e**2
k_fermi = (3*np.pi**2*density)**(1/3)
fermi = const.hbar**2*k_fermi**2/(2*const.m_e)/const.e
surface = const.hbar**2*k_fermi/const.m_e/const.e*1e9/radius
electrons = density*4*np.pi*(radius*1e-9)**3/3
spacing_mev = 4*fermi/(3*electrons)*1e3
thermal_mev = const.k*300/const.e*1e3
with_surface = physical_root(metal(probe, damping+surface), host, fraction)
with_heat = physical_root(metal(probe, damping*400/300), host, fraction)
with_host_loss = physical_root(metal(probe), host+0.05j, fraction)
with_host_shift = physical_root(metal(probe), 1.05*host, fraction)


def depolarization(aspect):
    return quad(lambda s: aspect/(2*(s+aspect**2)**1.5*(s+1)), 0, np.inf)[0]


def dilute_resonance(depol):
    return np.sqrt(plasma**2/(background+host*(1-depol)/depol)-damping**2)


assert abs(depolarization(1.0)-1/3) < 1e-8
sphere_energy = dilute_resonance(depolarization(1.0))
spheroid_energy = dilute_resonance(depolarization(1.5))


def mie_dipoles(rad):
    size = np.sqrt(host)*probe*rad/hbar_c
    m = np.sqrt(metal(probe)/host)
    z = m*size
    jx, jz = spherical_jn(1, size), spherical_jn(1, z)
    psi_x, psi_z = size*jx, z*jz
    dpsi_x = jx+size*spherical_jn(1, size, derivative=True)
    dpsi_z = jz+z*spherical_jn(1, z, derivative=True)
    yx = spherical_yn(1, size)
    xi_x = psi_x+1j*size*yx
    dxi_x = dpsi_x+1j*(yx+size*spherical_yn(1, size, derivative=True))
    electric = ((m*psi_z*dpsi_x-psi_x*dpsi_z)
                / (m*psi_z*dxi_x-xi_x*dpsi_z))
    magnetic = ((psi_z*dpsi_x-m*psi_x*dpsi_z)
                / (psi_z*dxi_x-m*xi_x*dpsi_z))
    static = -2j*size**3*beta/3
    return abs(electric/static-1), abs(magnetic/electric)


retardation, magnetic_ratio = mie_dipoles(radius)
assert 3.3 < retardation/mie_dipoles(radius/2)[0] < 4.7
gap = (4*np.pi*radius**3/(3*fraction))**(1/3)-2*radius
barrier = 1.0
kappa = np.sqrt(2*const.m_e*barrier*const.e)/const.hbar*1e-9
tunnel = np.exp(-2*kappa*gap)

print(f"host permittivity (rough): {host:.2f}")
print(f"metal background permittivity (rough): {background:.2f}")
print(f"plasma energy, damping (rough): {plasma:.2f}, {damping:.2f} eV")
print(f"metal volume fraction: {fraction:.2f}")
print(f"grain radius, film thickness: {radius:.1f}, {thickness:.1f} nm")
print(f"random passive media tested: {count}")
for steps, failures in step_failures.items():
    print(f"wrong roots with {steps} continuation steps: {failures}")
print(f"half-plane iteration, largest scaled error: {iteration_error:.1e}")
print(f"lossless window in -e1/e2: {edge_low:.4f} to {edge_high:.4f}")
print(f"principal-root threshold rho: {rho:.4f}")
print(f"false jump, formula: {jump_formula:.6f} eV")
print(f"false jump, scan: {jump_scan:.6f} eV")
print(f"false jump wavelength: {2*np.pi*hbar_c/jump_formula:.1f} nm")
print("principal eps just below jump:", text(prin_sides[0]))
print("principal eps just above jump:", text(prin_sides[1]))
print("physical eps at jump:", text(phys_sides[0]))
for energy in (0.8, 1.0, 1.2, 1.6, 2.0):
    em = metal(energy)
    print(f"{energy:.1f} eV: metal eps {text(em)}")
    print("  physical eps", text(physical_root(em, host, fraction)))
    print("  principal eps", text(principal_root(em, host, fraction)))
print(f"gain-path test, metal eps {text(target)}:")
print("  passive path", text(safe_end), "; gain path", text(gain_end))
print(f"positive root at imaginary energy {xi:.1f} eV: {direct:.6f}")
print(f"dispersion integral, physical: {dispersion_phys:.6f}")
print(f"dispersion integral, principal: {dispersion_prin:.6f}")
print(f"cancellation test, metal eps: {large.real:.1e}{large.imag:+.1e}i")
print(f"relative error, direct sum: {naive_error:.1e}")
print(f"relative error, stable form: {stable_error:.1e}")
print(f"absorption at {probe:.1f} eV, physical: {alpha*1e3:.3f} 1/um")
print(f"absorption at {probe:.1f} eV, principal: {alpha_false*1e3:.3f} 1/um")
print(f"single-pass absorbed fraction: {1-np.exp(-alpha*thickness):.4f}")
print("Maxwell Garnett eps at probe:", text(garnett))
print(f"surface damping: {surface:.4f} eV; eps {text(with_surface)}")
print("eps with damping scaled from 300 to 400 K:", text(with_heat))
print("eps with host loss 0.05:", text(with_host_loss))
print("eps with host permittivity +5%:", text(with_host_shift))
print(f"dilute sphere resonance: {sphere_energy:.4f} eV")
print(f"aspect-1.5 long-axis resonance: {spheroid_energy:.4f} eV")
print(f"retardation: {retardation:.4f}; magnetic/electric: {magnetic_ratio:.2e}")
print(f"level spacing: {spacing_mev:.3f} meV; kT at 300 K: {thermal_mev:.2f} meV")
print(f"cubic-array gap: {gap:.2f} nm; {barrier:.1f} eV tunnelling: {tunnel:.1e}")
print(f"boundary-layer share 2R/d: {2*radius/thickness:.2f}")
print("checks complete")
```

It prints:

```
host permittivity (rough): 5.20
metal background permittivity (rough): 5.00
plasma energy, damping (rough): 7.00, 0.30 eV
metal volume fraction: 0.10
grain radius, film thickness: 5.0, 50.0 nm
random passive media tested: 400
wrong roots with 1 continuation steps: 209
wrong roots with 2 continuation steps: 0
wrong roots with 4 continuation steps: 0
wrong roots with 16 continuation steps: 0
wrong roots with 4000 continuation steps: 0
half-plane iteration, largest scaled error: 7.7e-16
lossless window in -e1/e2: 0.5396 to 10.9298
principal-root threshold rho: 5.7347
false jump, formula: 1.147702 eV
false jump, scan: 1.147702 eV
false jump wavelength: 1080.3 nm
principal eps just below jump: 7.4286-6.5814i
principal eps just above jump: 7.4286+3.3958i
physical eps at jump: 7.4286+3.3958i
0.8 eV: metal eps -62.1233+25.1712i
  physical eps 8.5561+1.0975i
  principal eps 17.6071-9.9074i
1.0 eV: metal eps -39.9541+13.4862i
  physical eps 8.3725+2.6859i
  principal eps 10.0314-7.4061i
1.2 eV: metal eps -27.0261+8.0065i
  physical eps 7.0792+3.5073i
  principal eps 7.0792+3.5073i
1.6 eV: metal eps -13.4906+3.4670i
  physical eps 5.0222+3.2345i
  principal eps 5.0222+3.2345i
2.0 eV: metal eps -6.9804+1.7971i
  physical eps 3.9169+2.2755i
  principal eps 3.9169+2.2755i
gain-path test, metal eps -40.0000+5.0000i:
  passive path 8.8620+3.6041i ; gain path 9.5580-5.3541i
positive root at imaginary energy 1.0 eV: 6.515082
dispersion integral, physical: 6.515082
dispersion integral, principal: -6.840993
cancellation test, metal eps: -1.0e+09+1.0e+08i
relative error, direct sum: 4.1e-09
relative error, stable form: 1.2e-17
absorption at 1.0 eV, physical: 4.646 1/um
absorption at 1.0 eV, principal: -11.190 1/um
single-pass absorbed fraction: 0.2073
Maxwell Garnett eps at probe: 7.8078+0.4239i
surface damping: 0.1550 eV; eps 7.8627+2.4340i
eps with damping scaled from 300 to 400 K: 8.0250+2.5111i
eps with host loss 0.05: 8.3180+2.7399i
eps with host permittivity +5%: 8.6423+2.9664i
dilute sphere resonance: 1.7584 eV
aspect-1.5 long-axis resonance: 1.4578 eV
retardation: 0.0032; magnetic/electric: 6.91e-04
level spacing: 0.282 meV; kT at 300 K: 25.85 meV
cubic-array gap: 7.36 nm; 1.0 eV tunnelling: 1.7e-33
boundary-layer share 2R/d: 0.20
checks complete
```
